\section*{The Scharfetter-Gummel Flux and Its Centred and Upwind Limits, part 2}

The particle flux $\Gamma$ of a plasma species is wanted between two grid nodes, at $x=0$ and $x=h$, where the densities are $n_L$ and $n_R$. Units are SI, with the temperature $T$ in volts. The flux to the right is $\Gamma=vn-D\,dn/dx$, with drift velocity $v=s\mu E$, charge sign $s=\pm1$, mobility $\mu$, field $E$ and diffusion coefficient $D=\mu T$. With a net source $S$ per volume and time, $\partial n/\partial t+\partial\Gamma/\partial x=S$. The cell P\'eclet number is $z=vh/D=sEh/T$.

For constant $\Gamma$, $v$ and $D$, the Scharfetter-Gummel flux is exact:
\begin{equation}
\Gamma_{\rm SG}=\frac Dh\left[B(-z)n_L-B(z)n_R\right]
=v\,\frac{n_Le^z-n_R}{e^z-1},\qquad B(z)=\frac{z}{e^z-1},
\label{eq:SG2}
\end{equation}
where the second form requires $z\neq0$, and $B(0)=1$. Lemma~1 states that $B(z)>0$ and $B(-z)=e^zB(z)=B(z)+z$ for every real $z$, and that $B(z)<1$ for $z>0$.

The symmetric form is the centred flux $v(n_L+n_R)/2-D(n_R-n_L)/h$ with $D$ replaced by $D_{\rm eff}=D\,C(z)$, where $C(z)=(z/2)\coth(z/2)=B(z)+z/2=1+z^2/12+O(z^4)$.

Even if $\Gamma$ varies in the cell,
\begin{equation}
\int_0^h\Gamma(x)e^{-vx/D}dx=D\left(n_L-n_Re^{-z}\right),\qquad
\int_0^h e^{-vx/D}dx=\frac{h}{B(-z)} .
\label{eq:id2}
\end{equation}

Upwind drift is $vn_{\rm up}$, with $n_{\rm up}=n_L$ for $v>0$ and $n_{\rm up}=n_R$ for $v<0$. For $z\neq0$,
\begin{equation}
\Gamma_{\rm SG}-v\,n_{\rm up}=|v|\,\frac{n_L-n_R}{e^{|z|}-1}.
\label{eq:up}
\end{equation}
At fixed densities and $D/h$, this difference vanishes for $|z|\to\infty$.

The example treats electrons ($s=-1$) with $\mu=0.05$~m$^2$/(V\,s), $T=3$~V, $D=0.15$~m$^2$/s, $h=20$~\textmu m, $D/h=7500$~m/s, $n_L=1.0\times10^{17}$~m$^{-3}$ and, unless stated otherwise, $n_R=0.6\times10^{17}$~m$^{-3}$. At $E=-4.5\times10^5$~V/m, $v=2.25\times10^4$~m/s, $z=3$ and $\Gamma_{\rm SG}=2.297\times10^{21}$~m$^{-2}$\,s$^{-1}$. In the numerical output, ``shooting flux'' means the flux found by integrating the flux law from the left node and adjusting $\Gamma$ until the right density is $n_R$.

\subsection{Zero flux and the failure of the upwind limit}

The limit was taken at fixed densities. Division of \eqref{eq:up} by $|v|n_{\rm up}$ shows what is needed for an error that is small relative to the upwind flux:
\begin{equation}
\frac{|n_L-n_R|}{n_{\rm up}}\ll e^{|z|}-1 .
\label{eq:cond}
\end{equation}
A large $|z|$ alone does not ensure this, since the downstream density may exceed the upstream one by a factor that grows as fast as $e^{|z|}$. A factor of exactly $e^{|z|}$ is the case of zero flux.

\paragraph{Lemma 4.} $\Gamma_{\rm SG}=0$ if and only if $n_R=n_Le^z$.

\paragraph{Proof.} By \eqref{eq:SG2}, zero flux means $B(-z)n_L=B(z)n_R$. Since $B(-z)=e^zB(z)$ and $B(z)>0$, division by $B(z)$ gives the stated condition, and the steps can be reversed. This completes the proof.

Let $\phi$ be the electric potential, so that $\phi_R-\phi_L=-Eh$ in a uniform field. Then $z=-s(\phi_R-\phi_L)/T$, and the condition reads $n_R=n_L\exp[-s(\phi_R-\phi_L)/T]$, the Boltzmann relation. For such a pair the two sides of \eqref{eq:cond} are comparable. With $v>0$, for instance, $|n_L-n_R|/n_L=e^z-1$, and the error of upwind drift is 100\% of the upwind flux itself at any $z$, since the true flux is zero.

This matters in a collisional sheath that repels electrons. At some distance from the absorbing wall, the net electron flux can be a small difference between large drift and diffusion fluxes; right at the wall it is not. Take $E=+4.5\times10^5$~V/m in the example. The potential falls by 9~V across the cell, $z=-3$, and the Boltzmann density is $n_R=n_Le^{-3}=4.98\times10^{15}$~m$^{-3}$. The natural unit of flux is $Dn_L/h=7.5\times10^{20}$~m$^{-2}$\,s$^{-1}$. In this unit the Scharfetter-Gummel flux is $2\times10^{-17}$, which is rounding error. The other formulas give, in m$^{-2}$\,s$^{-1}$:
\begin{itemize}
\item centred drift and diffusion: $-4.7\times10^{20}$;
\item upwind drift with centred diffusion: $+6.0\times10^{20}$;
\item upwind drift alone: $-1.1\times10^{20}$.
\end{itemize}
They disagree even about the direction of a flux that should vanish.

\paragraph{Remark: a field that varies in the cell.} Let $D$ stay constant while $v$ depends on $x$, and set $\psi(x)=\int_0^x v(x')\,dx'/D$. The product rule gives $d(ne^{-\psi})/dx=-(\Gamma/D)e^{-\psi}$. Zero flux then requires $n_R=n_Le^{\psi(h)}$. With constant $\mu$ and $T$, $\psi(h)$ equals $z$ computed from the mean field, that is, from the potential difference between the nodes. The zero-flux condition therefore survives a varying field. A nonzero flux depends on $\int_0^he^{-\psi}dx$, hence on the shape of the potential between the nodes, and there formula \eqref{eq:SG2} becomes an approximation.

\subsection{What the formula returns when the flux varies}

In a discharge with ionization, or during a transient, the flux is not constant in the cell. The formula then has a definite meaning.

\paragraph{Lemma 5.} For constant $v$ and $D$ and any continuously differentiable density,
\begin{equation}
\Gamma_{\rm SG}=\frac{\int_0^h\Gamma(x)\,e^{-vx/D}\,dx}{\int_0^he^{-vx/D}\,dx}.
\label{eq:mean}
\end{equation}

\paragraph{Proof.} By \eqref{eq:id2}, the quotient is $(D/h)B(-z)(n_L-n_Re^{-z})$. Since $e^{-z}B(-z)=B(z)$, this is the first form in \eqref{eq:SG2}. This completes the proof.

The formula returns a mean of the true flux. The weight is largest at the upstream node and decays downstream over the length $D/|v|$. Quadrature with a wavy, non-equilibrium density profile was used to test \eqref{eq:mean} for both signs of $v$.

A finite-volume scheme uses $\Gamma_{\rm SG}$ as the flux at the midpoint. Let the cell be steady, with a uniform source $S$. Then $d\Gamma/dx=S$ and $\Gamma(x)=\Gamma_{\rm mid}+S(x-h/2)$. By \eqref{eq:mean},
\begin{equation}
\Gamma_{\rm SG}-\Gamma_{\rm mid}=S\left(\bar x-\frac h2\right),
\label{eq:xbar}
\end{equation}
where $\bar x$ is the weighted mean position. With $t=x/h$ and $I=\int_0^1e^{-zt}dt=(1-e^{-z})/z$, integration by parts gives
\begin{equation}
\int_0^1t\,e^{-zt}dt=-\frac{e^{-z}}{z}+\frac{I}{z},
\qquad
\frac{\bar x}{h}=\frac1z-\frac{e^{-z}}{1-e^{-z}}=\frac1z-\frac{1}{e^z-1}.
\end{equation}
Since $1/(e^z-1)+1/2=(e^z+1)/[2(e^z-1)]=\tfrac12\coth(z/2)$, equation \eqref{eq:xbar} becomes
\begin{equation}
\Gamma_{\rm SG}-\Gamma_{\rm mid}=-\frac{Sh}{2}\left[\coth\frac z2-\frac2z\right].
\label{eq:bias}
\end{equation}

For small $z$, division of $C(z)=1+z^2/12+O(z^4)$ by $z/2$ gives $\coth(z/2)=2/z+z/6+O(z^3)$. The error is then $-Shz/12$ to leading order. At fixed field $z$ is proportional to $h$, and the error falls as $h^2$. For $|z|\to\infty$ the bracket tends to the sign of $z$, and the error tends to $-Sh/2$ for drift to the right: the formula reports the flux at the upstream node, before the particles produced in the first half of the cell have been added. Between these limits $0<\bar x<h$, so the magnitude of the error stays below $|S|h/2$. In an unsteady cell $S$ is replaced by $S-\partial n/\partial t$, provided that this difference is uniform in the cell.

Let the source in the example be $S=10^{7}$~s$^{-1}\times n_L=1.0\times10^{24}$~m$^{-3}$\,s$^{-1}$, so that $Sh=2.0\times10^{19}$~m$^{-2}$\,s$^{-1}$. At $z=3$, $\coth(1.5)=1.105$ and $2/z=0.667$. The error is $-1.0\times10^{19}\times0.438=-4.4\times10^{18}$~m$^{-2}$\,s$^{-1}$. The flux at the left node is set to $2.297\times10^{21}$~m$^{-2}$\,s$^{-1}$, and the right density follows from integration with the source. The midpoint flux is then $2.307\times10^{21}$~m$^{-2}$\,s$^{-1}$, and the relative error is $-0.19$\%. With this deliberately small source the constant-flux assumption is good, because few particles are produced in a cell compared with those that cross it, $Sh\ll|\Gamma|$. The ionization frequency depends strongly on the gas and on the electron energy distribution. At $10^{9}$~s$^{-1}$, which electrons with a Maxwellian distribution at 3~V can reach in argon at atmospheric pressure, $Sh$ would be comparable with the flux, and the error \eqref{eq:bias} would be $-4.4\times10^{20}$~m$^{-2}$\,s$^{-1}$. The field of this example could not sustain such a rate locally: an electron gains 9~eV across the cell, while about 0.9 ionizations per crossing would cost 14~eV. An error in the flux need not spoil the densities. For a uniform source on an equally spaced grid with the same $v$ and $D$ in every cell, the error \eqref{eq:bias} is the same at every midpoint and cancels in the difference of neighbouring fluxes, so the steady node densities with fixed end values remain exact. A source proportional to $n$ is not uniform, the cancellation is then incomplete, and a finer grid is needed when $Sh$ is comparable with the flux. The condition $Sh\ll|\Gamma|$ can also fail where the net flux nearly vanishes, and there the absolute error \eqref{eq:bias} is the better measure.

\subsection{Consequences on a grid}

Let the nodes be equally spaced, with the same $v$ and $D$ in every cell. The three schemes with diffusion have the common form $\Gamma_{i+1/2}=(D/h)(\alpha n_i-\beta n_{i+1})$. For $z>0$ their weights are
\begin{align}
\text{Scharfetter-Gummel:}\quad&\alpha=B(-z),&&\beta=B(z),\nonumber\\
\text{centred:}\quad&\alpha=1+z/2,&&\beta=1-z/2,\nonumber\\
\text{upwind with diffusion:}\quad&\alpha=1+z,&&\beta=1.
\label{eq:weights}
\end{align}

\paragraph{Proposition.} In a steady state without sources: (a) if $\alpha$ and $\beta$ are positive, each interior density lies between those of its neighbours or equals both; (b) the Scharfetter-Gummel node densities coincide with the solution of the differential equation with the same end values.

\paragraph{Proof.} Equal fluxes on both sides of node $i$ mean $\alpha n_{i-1}-\beta n_i=\alpha n_i-\beta n_{i+1}$, or
\begin{equation}
n_i=\frac{\alpha n_{i-1}+\beta n_{i+1}}{\alpha+\beta}.
\label{eq:convex}
\end{equation}
For positive weights this is a weighted mean, which proves (a). For (b), try $n_i=r^i$. Division by $r^{i-1}$ gives $\beta r^2-(\alpha+\beta)r+\alpha=(r-1)(\beta r-\alpha)=0$, with roots $1$ and $r=\alpha/\beta$. For the Scharfetter-Gummel weights $r=B(-z)/B(z)=e^z$. When $z\neq0$, the general solution is a constant plus a multiple of $e^{zi}$, which is the general continuous solution $a+b\,e^{vx/D}$ at $x=ih$. When $z=0$, \eqref{eq:convex} gives a straight line, as does the differential equation. In both cases the two end values fix the two constants. This completes the proof.

By Lemma~1, the Scharfetter-Gummel weights are positive for every $z$. For the centred scheme $\beta<0$ when $z>2$, and by reflection $\alpha<0$ when $z<-2$. Statement (a) is then lost, and negative densities become possible.

Consider six cells with $z=3$, $n_0=0$ upstream and $n_6=n_L$ downstream. For $r\ne1$ the solution is
\begin{equation}
\frac{n_i}{n_L}=\frac{r^i-1}{r^6-1}.
\end{equation}
The ratio $r$ is $e^3\approx20.1$ for Scharfetter-Gummel, $2.5/(-0.5)=-5$ for the centred scheme and $4$ for upwind drift with diffusion. The relative densities at the last three interior nodes are:
\begin{center}
\begin{tabular}{lccc}
 & $i=3$ & $i=4$ & $i=5$\\
differential equation & 0.00012 & 0.0025 & 0.050\\
Scharfetter-Gummel & 0.00012 & 0.0025 & 0.050\\
centred & $-0.0081$ & 0.040 & $-0.200$\\
upwind with diffusion & 0.015 & 0.062 & 0.250
\end{tabular}
\end{center}
The first row comes from direct numerical integration. The negative $r$ makes the centred densities alternate in sign. Upwind drift with diffusion stays positive, but the density reaches too far upstream: at node 5 it is five times too large. The effective diffusion coefficients agree with this. In the symmetric form $D_{\rm eff}/D=(\alpha+\beta)/2$, which is $1+z/2=2.5$ for upwind drift with diffusion and $C(3)=1.657$ for Scharfetter-Gummel. From $C(z)=z/2+B(z)$, the excess is $1-B(z)$, positive for every $z>0$.

\paragraph{Remark: explicit time steps.} With a time step $\Delta t$ and no source, the explicit update is
\begin{equation}
n_i^{\rm new}=\left[1-\frac{D\Delta t}{h^2}(\alpha+\beta)\right]n_i
+\frac{D\Delta t}{h^2}\left(\alpha n_{i-1}+\beta n_{i+1}\right).
\end{equation}
For the Scharfetter-Gummel weights, non-negative densities remain non-negative if the bracket is non-negative. Since $\alpha+\beta=2C(z)=z\coth(z/2)$, a sufficient condition is
\begin{equation}
\Delta t\le\frac{h^2}{D\,z\coth(z/2)} .
\end{equation}
The bound tends to the diffusion limit $h^2/(2D)$ for $z\to0$ and approaches the drift limit $h/|v|$ for large $|z|$. The two limits of the flux thus reappear in the time step. The bound holds for a prescribed field. If the field is updated explicitly from Poisson's equation, the step is also limited by the dielectric relaxation time $\varepsilon_0/(e\mu n)$. It is $1.1\times10^{-8}$~s at $n_L$, longer than the bound in the example, but it falls as $1/n$ and takes over at higher densities.

\subsection{Evaluating the Bernoulli function}

The formula has to work in cells with almost no field, where $e^z-1$ is a small difference of nearly equal numbers. In double precision the spacing of numbers just above 1 is $2.2\times10^{-16}$. Rounding $e^z$ can therefore shift $e^z-1$ by up to $1.1\times10^{-16}$, which at $z=10^{-12}$ is a relative error of up to $1.1\times10^{-4}$. The error found for $B$ in this case is $8.9\times10^{-5}$. A library function that computes $e^z-1$ directly, named \texttt{expm1} in NumPy, reduces it to the level of rounding, about $10^{-16}$; the value found at this $z$ is $4\times10^{-17}$. The value $B(0)=1$ is assigned separately. The numerical output that follows lists the weights, fluxes and densities used above.

\section*{Values computed for the example and the checks}
\begin{verbatim}
mobility = 0.050 m^2/(V s)
electron temperature = 3.0 V
diffusion coefficient D = 0.150 m^2/s
cell width h = 20.0 um
nL = 1.00e+17 m^-3, nR = 6.00e+16 m^-3
mean thermal speed = 1.159e+06 m/s
mean free path estimate 3D/v_th = 0.388 um
--- field E = -3.00e+03 V/m
drift velocity = 1.500e+02 m/s, z = 0.020
B(-z) = 1.010033, B(z) = 9.900333e-01
SG flux = 3.120100e+20 m^-2 s^-1
shooting flux = 3.120100e+20 m^-2 s^-1
centred flux = 3.120000e+20 m^-2 s^-1
upwind drift alone = 1.500000e+19 m^-2 s^-1
midpoint density = 8.0100e+16 m^-3
D_eff/D: SG 1.00003, upwind 1.01000
--- field E = -4.50e+05 V/m
drift velocity = 2.250e+04 m/s, z = 3.000
B(-z) = 3.157187, B(z) = 1.571871e-01
SG flux = 2.297156e+21 m^-2 s^-1
shooting flux = 2.297156e+21 m^-2 s^-1
centred flux = 2.100000e+21 m^-2 s^-1
upwind drift alone = 2.250000e+21 m^-2 s^-1
midpoint density = 9.2703e+16 m^-3
D_eff/D: SG 1.65719, upwind 2.50000
--- field E = -3.00e+06 V/m
drift velocity = 1.500e+05 m/s, z = 20.000
B(-z) = 20.000000, B(z) = 4.122307e-08
SG flux = 1.500000e+22 m^-2 s^-1
shooting flux = 1.500000e+22 m^-2 s^-1
centred flux = 1.230000e+22 m^-2 s^-1
upwind drift alone = 1.500000e+22 m^-2 s^-1
midpoint density = 9.9998e+16 m^-3
D_eff/D: SG 10.00000, upwind 11.00000
--- limits and equilibrium
measured small-z coefficient = 0.083333 (1/12 = 0.083333)
ion z at E = -3e+03 V/m, T = 0.03 V: -2.00
Boltzmann pair: E = 4.50e+05 V/m, z = -3.00
Boltzmann nR = 4.9787e+15 m^-3
SG flux / (D nL/h) = 2.0e-17
centred flux = -4.684e+20 m^-2 s^-1
upwind drift + diffusion = 6.006e+20 m^-2 s^-1
upwind drift alone = -1.120e+20 m^-2 s^-1
--- uniform source at z = 3
ionization frequency = 1.0e+07 s^-1
source S = 1.00e+24 m^-3 s^-1, S h = 2.00e+19 m^-2 s^-1
true midpoint flux = 2.30716e+21 m^-2 s^-1
SG minus midpoint flux = -4.381e+18 m^-2 s^-1
relative error = -0.190 %
B at z = 1e-12: error naive 8.9e-05, expm1 4.4e-17
--- column, z = 3, density/nL at nodes 3, 4, 5
ODE: 0.000123, 0.002479, 0.049787
SG: 0.000123, 0.002479, 0.049787
centred: -0.008065, 0.039939, -0.200077
upwind + diffusion: 0.015385, 0.062271, 0.249817
\end{verbatim}
